\section*{Exchange splitting and the spin-forbidden 4f–5d band of Tb$^{3+}$, part 2}

The ion Tb$^{3+}$ is excited from $4f^8$ (ground term $^7F$) to $4f^75d$. The dipole operator conserves spin, so without spin--orbit coupling it reaches $^7D$ but not the lower $^9D$. We ask how the forbidden band gains intensity. Hartree atomic units are used.

The core $^8S$ has spin $S_c=\frac72$, orbital momentum $L_c=0$ and components $|M_c\rangle$; the arrow is the 5d spin, and $m$ labels the 5d orbital. The total-spin states $|S,M_S\rangle$ include
\begin{align}
|4,3\rangle&=\sqrt{\tfrac78}\,|\tfrac52\rangle\!\uparrow+\sqrt{\tfrac18}\,|\tfrac72\rangle\!\downarrow ,\nonumber\\
|3,3\rangle&=\sqrt{\tfrac18}\,|\tfrac52\rangle\!\uparrow-\sqrt{\tfrac78}\,|\tfrac72\rangle\!\downarrow .
\label{eq:spin}
\end{align}

With $E_0$ the energy without f--d exchange, $E(^9D)=E_0-K$ and, for the frozen core, $E(^7D)=E_0+\frac17K$. Here $J=K/7$ and the first-order gap is $\Delta_1=8J$:
\begin{equation}
K=7\sum_kw_kG^k,\qquad w_k=\frac12\int_{-1}^{1}P_2P_kP_3\,dx ,
\label{eq:sumrule}
\end{equation}
\begin{equation}
\Delta_1=\tfrac{24}{35}G^1+\tfrac{32}{105}G^3+\tfrac{80}{231}G^5 .
\label{eq:gap}
\end{equation}
The $G^k>0$ are exchange integrals over the radial functions $P_f,P_d$; $F^k(ff)$ and $F^k(fd)$ are direct integrals. Mixing with sextet cores gives the full gap $\Delta\le\Delta_1$; when all $F^k(ff)$ are multiplied by a large $\lambda$, $\Delta_1-\Delta$ falls as $1/\lambda$.

For any $4f^{n-1}5d$ the exchange operator is
\begin{equation}
H_x=-K+\sum_{kq}G^kA^\dagger_{kq}A_{kq},\qquad A_{kq}=\sum_{d,f}c^{kq}_{df}\,a^\dagger_fb_d .
\label{eq:holes}
\end{equation}
Here $a^\dagger_f$ creates an f electron, $b_d$ removes the d electron, and $c^{kq}_{df}=\langle d|C_{kq}|f\rangle$ with $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The dipole operator to $4f^n$ is proportional to $A_{1q}$. With $H_0$ the f--f repulsion and direct f--d terms, $E\ge\min H_0-K$. The largest spin of $4f^n$ is $S_g=n/2$ for $n\le7$ and $(14-n)/2$ for $n\ge7$; for $n\ge8$, $4f^{n-1}5d$ also has spin $S_g+1$, which every $A_{kq}$ annihilates.

\section{How the forbidden band obtains intensity}

The spin--orbit operator is $\zeta_f\sum_i\mathbf l_i\!\cdot\mathbf s_i$ over the f electrons plus $\zeta_d\,\mathbf l\cdot\mathbf s$ for the 5d electron. It cannot give the ground level nonet character, because $4f^8$ has no nonet. At lowest order the intensity must come from septet character in the upper level. Inside $^8S\otimes d$ the $\zeta_f$ term vanishes, because each of its pieces is a vector in the orbital space of the core and a vector has no matrix element between two $L_c=0$ states. This leaves $\zeta_d$.

The ground level is $^7F_6$, and a dipole transition reaches $J=5,6,7$; a subscript here denotes the total angular momentum. The term $^9D$ has levels 2 to 6 and $^7D$ has levels 1 to 5, so the relevant levels are $^9D_5$, $^9D_6$ and $^7D_5$. All three occur at $M_J=5$, where the basis is $|a\rangle=|m{=}1\rangle|4,4\rangle$, $|b\rangle=|m{=}2\rangle|4,3\rangle$ and $|c\rangle=|m{=}2\rangle|3,3\rangle$. Use $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$, $l_-|2\rangle=2|1\rangle$ and Eq.~(\ref{eq:spin}). The $l_zs_z$ part gives
\begin{align}
\langle a|\mathbf l\cdot\mathbf s|a\rangle&=\tfrac12, &
\langle b|\mathbf l\cdot\mathbf s|b\rangle&=2\left(\tfrac7{16}-\tfrac1{16}\right)=\tfrac34,\nonumber\\
\langle c|\mathbf l\cdot\mathbf s|c\rangle&=2\left(\tfrac1{16}-\tfrac7{16}\right)=-\tfrac34, &
\langle b|\mathbf l\cdot\mathbf s|c\rangle&=2\left(\tfrac{\sqrt7}{16}+\tfrac{\sqrt7}{16}\right)=\tfrac{\sqrt7}4 .
\end{align}
The $\frac12l_-s_+$ part picks the $|\tfrac72\rangle\!\downarrow$ component and turns it into $|4,4\rangle$, with the factor $\frac12\cdot2=1$:
\begin{equation}
\langle a|\mathbf l\cdot\mathbf s|b\rangle=\sqrt{\tfrac18},\qquad
\langle a|\mathbf l\cdot\mathbf s|c\rangle=-\sqrt{\tfrac78}.
\end{equation}
Applying $L_-+S_-$ to the state $|2\rangle|4,4\rangle$ gives $|^9D_6\rangle=(2|a\rangle+\sqrt8|b\rangle)/\sqrt{12}$, the orthogonal nonet is $|^9D_5\rangle=(\sqrt8|a\rangle-2|b\rangle)/\sqrt{12}$, and $|^7D_5\rangle=|c\rangle$. Then
\begin{align}
\langle^9D_6|\mathbf l\cdot\mathbf s|^9D_6\rangle&=\tfrac1{12}(2+6+4)=1,\nonumber\\
\langle^9D_5|\mathbf l\cdot\mathbf s|^9D_5\rangle&=\tfrac1{12}(4+3-4)=\tfrac14,\nonumber\\
\langle^9D_6|\mathbf l\cdot\mathbf s|c\rangle&=\tfrac{\sqrt7}{\sqrt{12}}\left(-\tfrac2{\sqrt8}+\tfrac{\sqrt8}4\right)=0,\nonumber\\
\langle^9D_5|\mathbf l\cdot\mathbf s|c\rangle&=\tfrac{\sqrt7}{\sqrt{12}}\left(-1-\tfrac12\right)=-\tfrac{\sqrt{21}}4 .
\end{align}
Measured from $E_0-K$, the level $^9D_6$ lies at $\zeta_d$ and stays a pure nonet, while the two levels with $J=5$ obey
\begin{equation}
H=\begin{pmatrix}\zeta_d/4&-\beta\\-\beta&\Delta_1-3\zeta_d/4\end{pmatrix},\qquad \beta=\frac{\sqrt{21}}4\zeta_d .
\end{equation}
Take the lower state as $\cos\theta|^9D_5\rangle+\sin\theta|^7D_5\rangle$ and the upper as $-\sin\theta|^9D_5\rangle+\cos\theta|^7D_5\rangle$. The matrix element between them is $\frac12(\Delta_1-\zeta_d)\sin2\theta-\beta\cos2\theta$, and setting it to zero gives
\begin{equation}
\tan2\theta=\frac{2\beta}{\Delta_1-\zeta_d},\qquad
E_\mp=\tfrac12\left(\Delta_1-\tfrac12\zeta_d\right)\mp\sqrt{\tfrac14(\Delta_1-\zeta_d)^2+\beta^2}.
\label{eq:two}
\end{equation}
The line strength $\mathcal S$ is the squared dipole matrix element summed over sublevels and polarizations. If the ground level is pure $^7F_6$, only the $^7D_5$ component carries amplitude. Both levels have the same $J$, so the geometric factor and the radial integral cancel:
\begin{equation}
\frac{\mathcal S(^9D_5)}{\mathcal S(^7D_5)}=\tan^2\theta\;\approx\;\frac{21}{16}\,\frac{\zeta_d^2}{(\Delta_1-\zeta_d)^2}\quad(\zeta_d\ll\Delta_1).
\label{eq:ratio}
\end{equation}
The band vanishes as $\zeta_d^2$ when spin--orbit coupling is switched off, and the labels ``allowed'' and ``forbidden'' lose their meaning when $\beta$ approaches $\Delta_1$.

The level $^9D_6$ remains exactly dark for $\zeta_f=0$ even in the full configuration: neither the electrostatic terms nor $\zeta_d\mathbf l\cdot\mathbf s$ take it out of itself, since it is the only $J=6$ state on the $^8S$ core and $H_x$ conserves $S$. With $\zeta_f\ne0$ the core $^8S_{7/2}$ mixes with $^6P_{7/2}$, the only sextet that an orbital vector can reach from $L_c=0$, and septets such as $^7F_6$ of $4f^75d$ enter at first order. This second path also contributes an amplitude to $^9D_5$.

\section{The free Tb$^{3+}$ ion}

The radial functions come from a restricted open-shell Hartree--Fock calculation of Tb$^{4+}$ in $^8S$, with the spin-free one-electron exact two-component (X2C) Hamiltonian, a point nucleus and 26 s, 22 p, 20 d and 15 f even-tempered Gaussians. The 5d function is the first empty d orbital of the spin-averaged Fock operator of this frozen core. The mean radii are 0.75 bohr for 4f and 2.10 bohr for 5d. The spin--orbit constants are $\zeta=\frac{\alpha^2}{2}\langle(Z-N(r))/r^3\rangle$, with $\alpha$ the fine-structure constant and $N(r)$ the charge of the other electrons inside $r$; exchange and spin--other-orbit contributions are omitted. The same $F^k(ff)$ and $\zeta_f$ serve for $4f^8$. The numerical check compares the radial matrices with analytic Gaussian integrals and tests the formulas above against explicit determinants.

The exchange integrals are $G^1=0.0507$, $G^3=0.0439$ and $G^5=0.0342$~E$_h$. Equation~(\ref{eq:gap}) gives
\begin{align}
\Delta_1&=0.6857\times0.0507+0.3048\times0.0439+0.3463\times0.0342\nonumber\\
&=0.0348+0.0134+0.0118=0.0600~\mathrm{E}_h ,
\end{align}
which is 1.63~eV or about 13\,200~cm$^{-1}$, with $J=0.00750$ and $K=0.0525$~E$_h$. Shifting all exponents by half a step leaves $\Delta_1=0.06002$~E$_h$ unchanged to five decimals.

Optimizing the 5d function separately for each term gives 0.0595~E$_h$, lower by 0.0005~E$_h$ or 0.8\% of $\Delta_1$. The sign follows from perturbation theory. If $\hat K$ is the exchange operator of the seven f electrons, the averaged operator contains $-\frac12\hat K$, the $^9D$ operator $-\hat K$ and the $^7D$ operator $+\frac17\hat K$. The perturbations are $-\frac12\hat K$ and $+\frac9{14}\hat K$, the second-order lowerings scale as their squares, $\frac{49}{196}$ and $\frac{81}{196}$, and $^7D$ falls more.

Mixing with the sextet cores is the larger correction. Diagonalizing the 26 determinants with $M_S=3$, $M_L=2$ gives $\Delta=0.0535$~E$_h$, that is 1.46~eV or about 11\,700~cm$^{-1}$. The lowering of 0.0065~E$_h$ is 11\% of $\Delta_1$, although the $^7D$ state keeps a weight of 0.97 on the $^8S$ parent. For $\lambda=100$ and $1000$ the difference $\Delta_1-\Delta$ is $5.56\times10^{-5}$ and $5.56\times10^{-6}$~E$_h$, the $1/\lambda$ law. Extrapolated to $\lambda=1$ this law gives 0.0056~E$_h$, so terms beyond it supply the remaining 0.001~E$_h$.

The spin--orbit constants are $\zeta_d=0.00691$ and $\zeta_f=0.00965$~E$_h$. In the two-level model $\beta=0.00791$ and $\Delta_1-\zeta_d=0.0531$~E$_h$, so
\begin{equation}
\tan2\theta=\frac{2\times0.00791}{0.0531}=0.298,\qquad\theta=0.145,\qquad\tan^2\theta=0.0213 .
\end{equation}
The leading form in Eq.~(\ref{eq:ratio}) gives $(0.00791/0.0531)^2=0.0222$, about 4\% above the value of $\tan^2\theta$. The model levels $^9D_5$, $^9D_6$, $^7D_5$ lie at 0.0006, 0.0069 and 0.0560~E$_h$.

The full calculation uses all 1671 determinants of $4f^75d$ with $M_J=5$ and the 105 of $4f^8$ with $M_J=6$. With $\zeta_f=0$ the ratio rises to 0.029 and $^9D_6$ is dark. Replacing $\Delta_1$ by $\Delta$ in Eq.~(\ref{eq:two}) gives $\tan2\theta=2\times0.00791/(0.0535-0.0069)=0.34$ and $\tan^2\theta=0.027$, so within the two-level formula the smaller gap accounts for most of the rise from 0.021, though not all of it; the other septets also lend amplitude. With $\zeta_f$ included, the $^9D_5$ ratio falls to 0.017 and $^9D_6$ appears with 0.001, for a sum of 0.019. The admixture of lower spin is nevertheless larger than in the two-level model: $\langle S^2\rangle$ is 19.4 for $^9D_5$ and 19.8 for $^9D_6$, against 20 for a pure nonet and $20-8\sin^2\theta=19.8$ for $^9D_5$ in that model. The drop is a partial cancellation: relative to the $^7D_5$ amplitude, the $^9D_5$ amplitude has magnitude 0.170 with $\zeta_d$ alone and 0.038, of opposite sign, with $\zeta_f$ alone, and $(0.170-0.038)^2=0.017$. Doubling both constants from 0.05 to 0.1 of their values multiplies the summed ratio by 4.06, close to the factor 4 of a $\zeta^2$ law. The ground level is 96\% $^7F_6$. The interval from $^9D_5$ to $^7D_5$ is 0.051~E$_h$, that is 1.39~eV or about 11\,200~cm$^{-1}$.

In this model the forbidden band thus lies about 1.4~eV below the allowed $^7D_5$ line and has about 2\% of its line strength. Both figures belong to the unscaled Hartree--Fock integrals. The ratio is insensitive to the 4f parameters: it stays at 0.02 when $\zeta_f$ is lowered to 0.0078~E$_h$ and $F^k(ff)$ by 25\%. It grows quickly as the gap closes, as Eq.~(\ref{eq:ratio}) suggests. Reducing $F^k(fd)$ and $G^k$ by 30\% in addition gives an interval of 1.0~eV and a ratio of about 4\%. Oscillator strengths carry the transition energy as a further factor, which was not computed.

\section{Other ions and the limits of the model}

With the Tb integrals held fixed and no spin--orbit coupling, diagonalization for every $n$ isolates the effect of the angular and spin structure; it does not describe the individual ions. For $n=8$ to 14 the lowest $4f^{n-1}5d$ term has spin $S_g+1$ in every case, as the check asserts. The lowest term of spin $S_g$ lies above it by 0.053, 0.054, 0.051, 0.031, 0.017, 0.025 and 0.033~E$_h$. A vector model carried over from Tb$^{3+}$ would predict $(2S_c+1)J=(16-n)J$, a steady decrease. The computed sequence is not monotonic, and the vector model has no claim to hold there: for $L_c\neq0$ the direct terms split the levels and the value of $A^\dagger A$ depends on $L$.

The case $n=14$ shows this in closed form. The operator $A_{kq}$ can only return to the closed shell $^1S$, so the exchange with the hole acts on the states $A^\dagger_{kq}|f^{14}\rangle$, which are singlets with $L=k$. Their squared norm is $\sum_{d,f}(c^{kq}_{df})^2$; summed over $q$ this is $2\times5\times7w_k$ by the sum rule, and rotational symmetry shares it equally among the $2k+1$ values of $q$. For $k=1$ the result is $70w_1/3=2$, so $^1P$ lies $2G^1=0.101$~E$_h$ above $^3P$, while the singlets with $L=2$ and 4 are not raised above their triplets at all. Only $^1P$ is reached from $^1S$, and it lies at least 0.101~E$_h$ above the lowest triplet. The 0.033~E$_h$ of the scan belongs to a singlet that is orbitally dark. Outside Tb$^{3+}$ the gap to the lowest term of spin $S_g$ need not be the gap between the two observed bands.

For $n=1$ and $n=4$ to 7 the lowest term has the ground spin. For $n=2$ and 3 it has spin $S_g-1$, with the first term of spin $S_g$ higher by 0.010 and 0.007~E$_h$. This is compatible with Eq.~(\ref{eq:holes}): for $n\le7$ the configuration $4f^n$ has states of spin $S_g$, so spin alone no longer makes the operators $A_{kq}$ annihilate the terms of highest spin, and nothing forces those terms to reach the lower bound. A spin-forbidden level below the allowed ones can therefore occur in a light ion, but with lower spin. In this scan the first term that the dipole operator reaches from the ground term lies above the lowest term by 0.019~E$_h$ for $n=2$, where the lowest triplet is orbitally dark, and by 0.007~E$_h$ for $n=3$, against 0.053~E$_h$ for Tb$^{3+}$.

The calculation omits correlation outside the two configurations and the relaxation of the core around the 5d electron. In a crystal the field splits the 5d orbitals and $J$ ceases to label the levels, so the selection rule on $J$ that darkens $^9D_2$ to $^9D_4$ no longer applies, although single components may still be dark, and the ratio of Eq.~(\ref{eq:ratio}) must be recomputed for the split orbitals. The first-order gap survives in form: the kernel in Eq.~(\ref{eq:sumrule}) is proportional to the unit matrix in $m$, so every crystal-field component built on the $^8S$ core is split by the same $8J$ as long as the components share one radial function. Measured splittings for Tb$^{3+}$ in crystals are of the order of 1~eV, a figure quoted here only for orientation; it lies below the free-ion values found above. If bonding to the ligands lowers the 5d amplitude where $P_f$ is large, the $G^k$ become smaller; how much of the difference comes from this and how much from correlation is not determined by the present model.

\section*{Calculated quantities}
\begin{verbatim}
Z = 65; basis s,p,d,f = [26, 22, 20, 15]
<r>4f = 0.7537 bohr, <r>5d = 2.1005 bohr
orbital energy 4f = -2.5838 Eh, 5d (spin-averaged) = -1.1300 Eh
F2,F4,F6(ff) = 0.59138, 0.37349, 0.26941 Eh
F2,F4(fd) = 0.13156, 0.06209 Eh
k=1: G = 0.05073 Eh, w = 3/35, 8w = 0.68571, 8wG = 0.03478 Eh
k=3: G = 0.04394 Eh, w = 4/105, 8w = 0.30476, 8wG = 0.01339 Eh
k=5: G = 0.03420 Eh, w = 10/231, 8w = 0.34632, 8wG = 0.01184 Eh
J = 0.007502 Eh, K = 7J = 0.05252 Eh
gap1 (first order) = 0.06002 Eh = 13173 cm-1 = 1.633 eV
gap1 with shifted basis = 0.06002 Eh
gap, 5d relaxed per term, 8S core = 0.05953 Eh = 13065 cm-1 = 1.620 eV
gap, full LS diagonalization = 0.05348 Eh = 11737 cm-1 = 1.455 eV
gap1 - gap(LS) = 0.00654 Eh; 8S-parent weight of 7D = 0.9709
gap1 - gap with F(ff) x100, x1000 = 5.564e-05, 5.555e-06 Eh
zeta_f = 0.009648 Eh, zeta_d = 0.006908 Eh
model: coupling sqrt21/4 zeta_d = 0.007914 Eh, gap1-zeta_d = 0.05311 Eh
model levels 9D5,9D6,7D5 = 0.00057, 0.00691, 0.05599 Eh (from 9D centre)
model theta = 0.1448 rad, tan^2 = 0.02127, perturbative = 0.02221
block sizes: LS 26, f7d MJ=5 1671, f8 MJ=6 105
full SO: 9D6-9D5 = 0.00711 Eh; 7F weight of ground level = 0.9577
full SO: 7D5-9D5 = 0.05110 Eh = 11215 cm-1 = 1.390 eV
full SO <S^2> 9D5,9D6,7D5 = 19.421, 19.762, 12.164
S(9D5)/S(7D5), zeta_f = 0: 0.02892
full S(9D5)/S(7D5) = 0.01749, S(9D6)/S(7D5) = 0.00113, sum = 0.01862
forbidden ratio at 0.1 zeta over 0.05 zeta = 4.059
n: 2S+1 of f^n ground, 2S+1 of lowest f^(n-1)d, lowest ground-spin term above it
n=1: 2, 2, 0.00000 Eh
n=2: 3, 1, 0.00968 Eh
n=3: 4, 2, 0.00663 Eh
n=4: 5, 5, 0.00000 Eh
n=5: 6, 6, 0.00000 Eh
n=6: 7, 7, 0.00000 Eh
n=7: 8, 8, 0.00000 Eh
n=8: 7, 9, 0.05348 Eh
n=9: 6, 8, 0.05421 Eh
n=10: 5, 7, 0.05108 Eh
n=11: 4, 6, 0.03116 Eh
n=12: 3, 5, 0.01740 Eh
n=13: 2, 4, 0.02508 Eh
n=14: 1, 3, 0.03261 Eh
\end{verbatim}
